# The Dirac oscillator: spectrum, exact Foldy–Wouthuysen form and spin-orbit coupling

A spin-1/2 particle of mass $m$ has the Hamiltonian

$$H=c\,\boldsymbol\alpha\cdot(\mathbf p-im\omega\beta\mathbf r)+\beta mc^2,\qquad \omega>0,$$

with

$$\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\qquad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

This is the Dirac oscillator. Write $\mathbf L=\mathbf r\times\mathbf p$ and $\mathbf s=\hbar\boldsymbol\sigma/2$; both carry the unit $\hbar$, while $\boldsymbol\sigma$ has none. The ratio $\varepsilon=\hbar\omega/(mc^2)$ compares the oscillator quantum with the rest energy. The energy of a level in units of $mc^2$ and the weight of its lower components depend only on the product $q\varepsilon$, with the level number $q$ found in (b), and on the sign of the energy. This product does not bound the momentum: the states with $q=0$ have $\langle p^2\rangle/(mc)^2=(l+\tfrac32)\varepsilon$, which grows with $l$.

## (a) Block form and its squares

**Write $H$ in terms of an operator $A$ that takes upper to lower components. Work out $A^\dagger A$ and $AA^\dagger$.**

**Solution.** Since $\boldsymbol\alpha\beta=\begin{pmatrix}0&-\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix}$, the coupling to $\mathbf r$ has opposite signs in the two off-diagonal blocks:

$$H=\begin{pmatrix}mc^2&cA^\dagger\\ cA&-mc^2\end{pmatrix},\qquad A=\boldsymbol\sigma\cdot(\mathbf p-im\omega\mathbf r),\quad A^\dagger=\boldsymbol\sigma\cdot(\mathbf p+im\omega\mathbf r).$$

The blocks are adjoints of each other, so $H$ is Hermitian despite the explicit $i$. Keeping the operator order,

$$A^\dagger A=(\boldsymbol\sigma\cdot\mathbf p)^2+m^2\omega^2(\boldsymbol\sigma\cdot\mathbf r)^2+im\omega\,[\boldsymbol\sigma\cdot\mathbf r,\boldsymbol\sigma\cdot\mathbf p].$$

The identity $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ turns the squares into $p^2$ and $r^2$. For the commutator we need $\mathbf r\cdot\mathbf p-\mathbf p\cdot\mathbf r=3i\hbar$ and $\mathbf p\times\mathbf r=-\mathbf L$. The latter holds because a cross product contains only different, commuting components. Hence

$$[\boldsymbol\sigma\cdot\mathbf r,\boldsymbol\sigma\cdot\mathbf p]=3i\hbar+2i\,\boldsymbol\sigma\cdot\mathbf L. \tag{1}$$

Multiplication by $im\omega$ gives

$$A^\dagger A=p^2+m^2\omega^2r^2-3\hbar m\omega-2m\omega\,\boldsymbol\sigma\cdot\mathbf L. \tag{2}$$

In $AA^\dagger$ the factors are exchanged, which reverses the sign of the commutator term:

$$AA^\dagger=p^2+m^2\omega^2r^2+3\hbar m\omega+2m\omega\,\boldsymbol\sigma\cdot\mathbf L. \tag{3}$$

## (b) The energies

**Find all eigenvalues of $H$ and their degeneracies. Is the spectrum symmetric about zero?**

**Solution.** For an eigenstate with upper part $\varphi$ and lower part $\chi$,

$$cA^\dagger\chi=(E-mc^2)\varphi,\qquad cA\varphi=(E+mc^2)\chi. \tag{4}$$

Applying $cA^\dagger$ to the second equation and using the first gives $c^2A^\dagger A\varphi=(E^2-m^2c^4)\varphi$. We therefore need the eigenvalues of (2).

The three-dimensional oscillator gives $p^2+m^2\omega^2r^2\to2m\hbar\omega(N+\tfrac32)$, with $N=2n+l$ and $n,l=0,1,2,\dots$ From $\mathbf J=\mathbf L+\mathbf s$ follows $\hbar\,\boldsymbol\sigma\cdot\mathbf L=J^2-L^2-s^2$, so that $\boldsymbol\sigma\cdot\mathbf L$ equals $\hbar l$ for $j=l+\tfrac12$ and $-\hbar(l+1)$ for $j=l-\tfrac12$. Both cases read $\boldsymbol\sigma\cdot\mathbf L=-\hbar(1+\kappa)$, with $\kappa=-(l+1)$ and $\kappa=l$ respectively. Then

$$A^\dagger A\to2m\hbar\omega\left(N+\tfrac32-\tfrac32+1+\kappa\right)=2m\hbar\omega\,q,\qquad q=N+1+\kappa,$$

$$q=\begin{cases}2n,&j=l+\tfrac12,\\ 2n+2l+1,&j=l-\tfrac12\ (l\ge1),\end{cases}\qquad E=\pm mc^2\sqrt{1+2q\varepsilon}. \tag{5}$$

For $q>0$ both signs occur. Given $\varphi$, set $\chi=cA\varphi/(E+mc^2)$; then $cA^\dagger\chi=(E^2-m^2c^4)\varphi/(E+mc^2)=(E-mc^2)\varphi$, so (4) holds for either sign.

For $q=0$ we have $\|A\varphi\|^2=\langle\varphi|A^\dagger A|\varphi\rangle=0$, hence $A\varphi=0$, and $(\varphi,0)$ is an eigenstate with $E=+mc^2$. At $E=-mc^2$, (4) requires $A\varphi=0$ and $cA^\dagger\chi=-2mc^2\varphi$. The inner product of the latter with $\varphi$ gives $-2mc^2\|\varphi\|^2=c\langle A\varphi|\chi\rangle=0$. So $\varphi=0$ and $A^\dagger\chi=0$. But for a lower component with its own labels $N',l',\kappa'$, (3) gives

$$AA^\dagger\to2m\hbar\omega(N'+2-\kappa')\ge4m\hbar\omega,$$

because $\kappa'\le l'\le N'$. No such $\chi$ exists. The spectrum is therefore not symmetric: $+mc^2$ is a level and $-mc^2$ is not. Since $A^\dagger$ annihilates no state, the functions $A\varphi$ span the lower space, and the list (5) is complete.

The degeneracies follow by counting. An even $q=2n$ arises for every $l$, so these levels are infinitely degenerate. An odd $q=2k+1$ requires $n+l=k$ with $l=1,\dots,k$. Each $l$ contributes $2j+1=2l$ states, in total $k(k+1)$ for each sign of $E$. The value $q=1$ does not occur.

## (c) The eigenfunctions

**Construct the spinors and find the weight of the lower component.**

**Solution.** Let $\Omega_\kappa$ be the spin-angular functions with the phase convention $(\boldsymbol\sigma\cdot\hat{\mathbf r})\Omega_\kappa=-\Omega_{-\kappa}$, and set

$$\varphi=\frac{F(r)}r\Omega_\kappa,\qquad \chi=\frac{iG(r)}r\Omega_{-\kappa}.$$

Because $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$,

$$\boldsymbol\sigma\cdot\mathbf p=(\boldsymbol\sigma\cdot\hat{\mathbf r})\left(-i\hbar\,\partial_r+\frac ir\boldsymbol\sigma\cdot\mathbf L\right).$$

Acting on $(F/r)\Omega_\kappa$, the bracket gives $-i\hbar\,[(F/r)'+(1+\kappa)F/r^2]=-i\hbar\,(F'+\kappa F/r)/r$. The factor $\boldsymbol\sigma\cdot\hat{\mathbf r}$ then changes the sign and turns $\Omega_\kappa$ into $\Omega_{-\kappa}$. The term $-im\omega\,\boldsymbol\sigma\cdot\mathbf r$ contributes $+im\omega r(F/r)\Omega_{-\kappa}$. With $b=\sqrt{\hbar/(m\omega)}$ and $x=r/b$,

$$A\varphi=\frac{i\hbar}{b}\,\frac{DF}{r}\,\Omega_{-\kappa},\qquad D=\frac{d}{dx}+\frac\kappa x+x.$$

Since $(\hbar c/b)^2=\hbar\omega\,mc^2$, we have $\hbar c/b=\sqrt\varepsilon\,mc^2$. The second equation of (4) becomes

$$G=\frac{\sqrt\varepsilon\,DF}{E/mc^2+1}.$$

The upper function is that of the ordinary oscillator, $F=x^{l+1}e^{-x^2/2}L_n^{l+1/2}(x^2)$ up to normalization. Differentiating the prefactor $x^{l+1}e^{-x^2/2}$ produces the factor $(l+1)/x-x$.

For $\kappa=-(l+1)$ this cancels $\kappa/x+x$. Only the derivative of the Laguerre polynomial remains, and with $dL_n^a/dy=-L_{n-1}^{a+1}$,

$$DF=-2x^{l+2}e^{-x^2/2}L_{n-1}^{l+3/2}(x^2),$$

which is zero for $n=0$.

For $\kappa=l$ the sum is $(2l+1)/x$. With $y=x^2$ and $a=l+\tfrac12$,

$$DF=2x^le^{-x^2/2}\left(aL_n^a+y\frac{dL_n^a}{dy}\right)=2\left(n+l+\tfrac12\right)x^le^{-x^2/2}L_n^{l-1/2}(x^2).$$

The last step uses $L_n^a=\sum_k\binom{n+a}{n-k}(-y)^k/k!$ and $(a+k)\binom{n+a}{n-k}=(n+a)\binom{n+a-1}{n-k}$.

The relative weight of the components needs no integral:

$$\frac{\|\chi\|^2}{\|\varphi\|^2}=\frac{c^2\langle A^\dagger A\rangle}{(E+mc^2)^2}=\frac{E-mc^2}{E+mc^2}\quad\Rightarrow\quad \frac{\|\chi\|^2}{\|\varphi\|^2+\|\chi\|^2}=\frac{E-mc^2}{2E}. \tag{6}$$

The states at $+mc^2$ have no lower component at all, however large $\varepsilon$ is.

## (d) Removing the coupling between upper and lower components

**Find a unitary $U$ that makes $UHU^\dagger$ block-diagonal without a series expansion, and give the result in closed form.**

**Solution.** The off-diagonal part of $H$ anticommutes with $\beta$. Therefore

$$\beta H+H\beta=2mc^2,\qquad H^2=m^2c^4+c^2\begin{pmatrix}A^\dagger A&0\\0&AA^\dagger\end{pmatrix}.$$

Let $\mathcal E=\sqrt{H^2}$ be the positive root. It commutes with $H$, and also with $\beta$ because $H^2$ is block-diagonal. Moreover $\mathcal E\ge mc^2$, so the following operator is well defined:

$$U=\frac{\mathcal E+\beta H}{\sqrt{2\mathcal E(\mathcal E+mc^2)}}.$$

It is unitary, since

$$(\mathcal E+\beta H)(\mathcal E+H\beta)=\mathcal E^2+\mathcal E(\beta H+H\beta)+\beta H^2\beta=2\mathcal E^2+2mc^2\mathcal E,$$

and the opposite order gives the same, with $H^2$ in place of $\beta H^2\beta$. It diagonalizes the blocks, since

$$(\mathcal E+\beta H)H=\mathcal EH+\beta\mathcal E^2=\beta\mathcal E(\beta H+\mathcal E),$$

where $\beta\mathcal E\beta H=\mathcal EH$ was used. So $UH=\beta\mathcal E\,U$, and with (2) and (3)

$$UHU^\dagger=\beta\sqrt{m^2c^4+c^2(p^2+m^2\omega^2r^2)-\beta m\omega c^2\,(3\hbar+2\boldsymbol\sigma\cdot\mathbf L)}. \tag{7}$$

This is the closed Foldy–Wouthuysen Hamiltonian. Under the root, $p^2+m^2\omega^2r^2$, $\boldsymbol\sigma\cdot\mathbf L$ and $\beta$ commute with one another, so there is no ordering ambiguity. For $\omega\to0$ it reduces to the free form $\beta\sqrt{m^2c^4+c^2p^2}$.

## (e) The non-relativistic limit

**Let $c\to\infty$ at fixed $m$, $\omega$ and $\hbar$. Which Hamiltonian governs the upper components, and how large is the error at finite $c$?**

**Solution.** Define $h=A^\dagger A/(2m)$. With $\boldsymbol\sigma\cdot\mathbf L=2\,\mathbf L\cdot\mathbf s/\hbar$, (2) gives

$$h=\frac{p^2}{2m}+\frac{m\omega^2r^2}2-\frac32\hbar\omega-\frac{2\omega}\hbar\,\mathbf L\cdot\mathbf s. \tag{8}$$

The upper block of (7) minus the rest energy is $mc^2(\sqrt{1+2h/mc^2}-1)$. On a level, $h=q\hbar\omega$. Put $u=h/mc^2=q\varepsilon$ and $S=\sqrt{1+2u}$. Since $u=(S^2-1)/2$,

$$u-(S-1)=\frac{(S-1)^2}2,\qquad S-1=\frac{2u}{S+1}\le u.$$

Hence

$$0\le h-mc^2\left(\sqrt{1+\frac{2h}{mc^2}}-1\right)\le\frac{h^2}{2mc^2}. \tag{9}$$

On each fixed level the upper block tends to $h$. In units with $\hbar=1$ its spin-orbit term is $-2\omega\,\mathbf l\cdot\mathbf s$, with no factor $1/c^2$. It lowers $j=l+\tfrac12$ by $l\hbar\omega$ and raises $j=l-\tfrac12$ by $(l+1)\hbar\omega$. The splitting $(2l+1)\hbar\omega$ is thus at least as large as the oscillator quantum for $l\ge1$. The lowering cancels the growth of the oscillator energy with $l$, which is why $q=2n$ is independent of $l$.

The limit is not uniform over the spectrum. For $q\varepsilon\gg1$, (5) gives $|E|\approx\sqrt{2q\,\hbar\omega\,mc^2}$. The levels then grow as $\sqrt q$ instead of $q$, and (8) fails however small $\varepsilon$ is. The statement also depends on what is held fixed: if a model made $\omega$ itself proportional to $1/c^2$, the coupling would be suppressed through $\omega$.

## (f) Comparison with an electrostatic-type oscillator

**Replace the coupling by a potential: $H_V=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V$ with $V=m\omega^2r^2/2$. Find its leading spin-orbit term and explain the difference.**

**Solution.** Let $P=\boldsymbol\sigma\cdot\mathbf p$, so $P^2=p^2$, and $W=E-mc^2$. The lower equation gives $\chi=(2mc^2+W-V)^{-1}cP\varphi$. To first order in $(W-V)/mc^2$ the upper equation becomes

$$W\varphi=\left[V+\frac{P^2}{2m}-\frac{P(W-V)P}{4m^2c^2}\right]\varphi.$$

The norm is $\langle\varphi|1+P^2/(4m^2c^2)|\varphi\rangle$ to this order, so the normalized two-component function is $\phi=(1+P^2/8m^2c^2)\varphi$. Insert $\varphi=(1-P^2/8m^2c^2)\phi$ and multiply from the left by $1-P^2/8m^2c^2$. The term $-WP^2/(4m^2c^2)$ appears on both sides and cancels, leaving

$$W\phi=\left[\frac{p^2}{2m}+V-\frac{p^4}{8m^3c^2}-\frac{P^2V-2PVP+VP^2}{8m^2c^2}\right]\phi.$$

The last numerator is $[P,[P,V]]$. Here $[P,V]=-i\hbar m\omega^2\,\boldsymbol\sigma\cdot\mathbf r$, and (1) gives $[P,\boldsymbol\sigma\cdot\mathbf r]=-i(3\hbar+2\boldsymbol\sigma\cdot\mathbf L)$. Thus $[P,[P,V]]=-\hbar m\omega^2(3\hbar+2\boldsymbol\sigma\cdot\mathbf L)$, and

$$-\frac{[P,[P,V]]}{8m^2c^2}=\frac{3\hbar^2\omega^2}{8mc^2}+\frac{\omega^2}{2mc^2}\,\mathbf L\cdot\mathbf s. \tag{10}$$

Relative to the coefficient $-2\omega/\hbar$ in (8), this one is $-\varepsilon/4$: opposite in sign and suppressed by $1/c^2$.

Both terms come from the same commutator (1), but it enters at different orders. In the Dirac oscillator $\mathbf r$ stands beside $\mathbf p$ in the operator that couples upper and lower components. The cross term of $c\,\boldsymbol\sigma\cdot\mathbf p$ and $mc\omega\,\boldsymbol\sigma\cdot\mathbf r$ is of order $c^2$, and division by $2mc^2$ leaves no power of $c$. A potential $V$ sits on the diagonal and carries no factor $c$. It meets the spin only between two factors $\boldsymbol\sigma\cdot\mathbf p$, in a correction to the lower component.

$H_V$ has a further difficulty. At large $r$ the local momentum, $c^2p^2=(E-V)^2-m^2c^4$, is real again, so a positive-energy state can leak outwards by tunnelling. Its levels are resonances. For a low level the momentum becomes real again where $V=E+mc^2$, at $r^2/b^2=2W/\hbar\omega+4/\varepsilon$. For the largest $\varepsilon$ used below this is $r\approx14.5\,b$, far beyond the region the state occupies, so the widths are negligible and a finite oscillator basis gives the level positions. For $\varepsilon$ of order one the barrier is thin and this no longer holds.

## (g) Numbers

**Take the electron mass and $\hbar\omega=10$ keV as model parameters. Evaluate the $n=0$, $l=1$ doublet, then follow the coefficient of $\mathbf L\cdot\mathbf s$ as $c$ is increased at fixed $m$ and $\omega$.**

**Solution.** With $mc^2=510.999$ keV, $\varepsilon=10/510.999=0.01957$, and the oscillator length is $b=2.760$ pm. The state $p_{3/2}$ has $q=0$ and lies at $E=mc^2$. The state $p_{1/2}$ has $q=3$:

$$E-mc^2=510.999\left(\sqrt{1+6\times0.01957}-1\right)\text{ keV}=29.168\text{ keV}.$$

The limit (8) gives $3\hbar\omega=30$ keV. The difference, 0.832 keV, respects the bound (9), which is $30^2/(2\times510.999)=0.881$ keV. The lower weight from (6) is $29.168/(2\times540.167)=0.0270$, in agreement with quadrature of $F^2$ and $G^2$.

Since $\mathbf L\cdot\mathbf s$ is $\hbar^2/2$ for $p_{3/2}$ and $-\hbar^2$ for $p_{1/2}$, its effective coefficient is $\tfrac23(E_{3/2}-E_{1/2})/\hbar^2$. For the Dirac oscillator this is $-\tfrac23\times2.9168=-1.9445$ in units of $\omega/\hbar$. Multiplying $c$ by the factor in the first column gives:

| $c$ factor | Dirac oscillator | potential $V$ |
|---|---|---|
| 1 | −1.9445 | +0.00944 |
| 2 | −1.9855 | +0.00242 |
| 4 | −1.9963 | +0.00061 |
| 8 | −1.9991 | +0.00015 |

The first coefficient approaches $-2$, while the second falls by about four at each doubling of $c$. Divided by $\varepsilon$, the second runs from 0.4823 to 0.4997, towards the value $\tfrac12$ of (10). Its distance from $\tfrac12$ also shrinks about fourfold per doubling, as expected of a correction of the next order in $\varepsilon$.

The spectrum and (7) were also tested with matrices. Because $\mathbf p-im\omega\mathbf r=-i\sqrt{2m\hbar\omega}\,\mathbf a$, with $\mathbf a$ the oscillator lowering operators, $A$ lowers $N$ by one. A basis with upper $N\le6$ and lower $N\le5$ is therefore mapped into itself by $H$, and truncation causes no error. The largest deviations, given in the numerical output, are a few $10^{-15}\,mc^2$, which is rounding. This basis holds 56 states at $+mc^2$ and none at $-mc^2$, as (b) requires.

## Computed results

```
electron rest energy m c^2 = 510.9990 keV
hbar omega = 10.0 keV
omega = 1.51927e+19 rad/s
eps = hbar omega/(m c^2) = 0.019570
oscillator length b = 2.7604 pm
closed-form spinors tested = 22
matrix basis: upper N <= 6, lower N <= 5, size 280
largest spectrum error = 4e-15 m c^2
largest error of closed FW form = 3e-15 m c^2
states at +m c^2 in this basis = 56, at -m c^2 = 0
degeneracies for q = 3, 5, 7: [2, 6, 12]
level: n, l, j, q, E - m c^2 (keV), q hbar omega (keV), lower weight
  0 0 1/2 0    0.00000     0.0  0.000000
  0 1 3/2 0    0.00000     0.0  0.000000
  0 1 1/2 3   29.16756    30.0  0.026999
  1 0 1/2 2   19.62322    20.0  0.018491
  0 2 5/2 0    0.00000     0.0  0.000000
  0 2 3/2 5   47.76739    50.0  0.042744
  1 1 3/2 2   19.62322    20.0  0.018491
  1 1 1/2 5   47.76739    50.0  0.042744
c factor, eps, p1/2 - p3/2 splitting (keV), L.s coefficient of the
Dirac oscillator and of the electrostatic-type one (omega/hbar),
and the latter divided by eps
  1  0.019570  29.16756  -1.944504  +0.009438  0.4823
  2  0.004892  29.78302  -1.985534  +0.002424  0.4955
  4  0.001223  29.94516  -1.996344  +0.000610  0.4989
  8  0.000306  29.98625  -1.999084  +0.000153  0.4997
```
